\section*{Comment on a factor one half in the Drude conductivity}

\section{The argument under review}

The argument submitted for comment runs as follows.

\begin{quote}
A carrier of charge magnitude $e$ and mass $m$ in a field $E$ accelerates at $a=eE/m$. A collision destroys its drift, and the mean time between collisions is $\tau$. Its drift velocity therefore grows from zero to $a\tau$ during a flight and is $a\tau/2$ on average. With $n$ carriers per volume, the conductivity is $\sigma=ne^2\tau/(2m)$.
\end{quote}

The acceleration is right, and so is the statement that the velocity averaged over one flight is half its final gain. The question is whether the average over flights has been taken in the way that an electric current requires. A current is measured at an instant and sums over all carriers present. We therefore need the mean time for which those carriers have been accelerating.

The argument does not say how flight durations are distributed. I take the usual Drude assumptions: carriers are independent, the field is weak and uniform, and each carrier collides with probability $dt/\tau$ in a short time $dt$, whatever its history or velocity. This is a Poisson process. After a collision the mean velocity is zero. Velocities and accelerations are counted along the force. For electrons the force is opposite to the field, but the negative charge reverses the sign again, so the current is along the field.

\section{How long ago was the last collision?}

Choose an instant and look back over a time $t$. Divide $t$ into $K$ equal steps. The probability of no collision in any of them is
\begin{equation}
P(A>t)=\lim_{K\to\infty}\left(1-\frac{t}{K\tau}\right)^K=e^{-t/\tau},
\label{eq:survival}
\end{equation}
where $A$, the age, is the time since the last collision. The probability density of $A$ is minus the derivative of this expression, $e^{-t/\tau}/\tau$. Integration by parts gives
\begin{align}
\langle A\rangle&=\int_0^\infty \frac{t}{\tau}e^{-t/\tau}\,dt
=\left[-te^{-t/\tau}\right]_0^\infty+\int_0^\infty e^{-t/\tau}\,dt\nonumber\\
&=0+\tau=\tau .
\label{eq:age}
\end{align}

The same calculation looking forward gives a mean time $\tau$ to the next collision. Started just after a collision, it gives a mean flight duration $\tau$. All three means are equal because the collision probability has no memory.

A carrier that left its last collision with velocity $w$ now has velocity $w+aA$. The mean of $w$ is zero, and remains zero for carriers of any given age, because the collision rate does not depend on velocity. Hence
\begin{equation}
v_{\mathrm d}=\langle w\rangle+a\langle A\rangle=a\tau=\frac{eE\tau}{m},
\qquad
\sigma=\frac{nev_{\mathrm d}}{E}=\frac{ne^2\tau}{m}.
\label{eq:drude}
\end{equation}
The factor one half is absent.

\section{Where the half entered}

Let $T$ be the duration of a complete flight. The velocity gained, averaged over that flight, is $aT/2$. Giving each flight one vote yields $a\langle T\rangle/2=a\tau/2$, the submitted result. But a flight contributes to the current for as long as it lasts, so the correct average is total displacement divided by total time. Over many flights labelled $i$,
\begin{equation}
v_{\mathrm d}=\frac{\sum_i\left(w_iT_i+\tfrac12aT_i^2\right)}{\sum_iT_i}
\longrightarrow \frac{a\langle T^2\rangle}{2\langle T\rangle}.
\label{eq:weighted}
\end{equation}
The term in $w_i$ averages to zero because $w_i$ has zero mean and is independent of $T_i$. For Poisson collisions,
\begin{equation}
\langle T^2\rangle=\int_0^\infty\frac{t^2}{\tau}e^{-t/\tau}\,dt
=2\int_0^\infty te^{-t/\tau}\,dt=2\tau^2.
\end{equation}
The second equality is an integration by parts with vanishing boundary term; the last uses \eqref{eq:age}. Equation \eqref{eq:weighted} then gives $a(2\tau^2)/(2\tau)=a\tau$.

There is a direct picture of this. A random instant is more likely to fall in a long flight than in a short one, in proportion to duration. The flight found there has mean duration $\langle T^2\rangle/\langle T\rangle=2\tau$. On average the instant lies halfway through it, at age $\tau$. The submitted argument has the right half but applies it to the wrong mean flight.

A simulation shows the distinction without assuming exponential flights. Two million collision instants were scattered uniformly along a time axis, with $\tau=30$ fs, and the axis was inspected at random instants. The mean flight lasted 30.00 fs. The mean time since the last collision was 29.97 fs, and the mean flight found at an instant was 59.94 fs. Equal weighting of flights gave a velocity of $0.5000\,a\tau$; time weighting gave $0.9991\,a\tau$.

\section{When a half would be correct}

Equation \eqref{eq:weighted} did not need exponential flights. It holds for independent flights with finite $\langle T^2\rangle$, inspected at random instants over a long time, when $w$ is independent of $T$ and has zero mean. Let $c$ be the standard deviation of $T$ divided by its mean $\tau$. Since $\langle T^2\rangle=\tau^2+c^2\tau^2$,
\begin{equation}
\langle A\rangle=\frac{\langle T^2\rangle}{2\langle T\rangle}
=\frac{\tau}{2}(1+c^2).
\label{eq:renewal}
\end{equation}

If every flight lasts the same time, and the collision instants of different carriers are spread uniformly over one period, so that the current is steady, $c=0$ and the mean age is $\tau/2$. The submitted conductivity is correct for that different model. Poisson flights have $c=1$, which restores $\tau$. The factor can also exceed one. Let half the flights be drawn from an exponential distribution of mean $0.5\tau$ and half from one of mean $1.5\tau$. Then $\langle T\rangle=\tau$ and
\begin{equation}
\langle T^2\rangle=\tfrac12\left[2(0.5\tau)^2+2(1.5\tau)^2\right]=2.5\tau^2,
\end{equation}
so the mean age is $1.25\tau$. Simulation gave $1.2514\tau$. The mean flight duration by itself does not fix the conductivity; the spread of durations matters too.

\section{Two checks the argument should meet}

\subsection{Switching on the field}

Let the field be switched on at time zero. At time $t$, a carrier has been accelerated since its last collision or since the switch-on, whichever is later. The accelerating time is $\min(A,t)$. The mean of a non-negative quantity is the integral of its probability of exceeding $s$, so
\begin{equation}
\langle\min(A,t)\rangle=\int_0^tP(A>s)\,ds
=\tau\left(1-e^{-t/\tau}\right).
\label{eq:minimum}
\end{equation}
The drift is $v(t)=a\tau(1-e^{-t/\tau})$, and its derivative is
\begin{equation}
\frac{dv}{dt}=ae^{-t/\tau}=a-\frac{v}{\tau}.
\end{equation}
This is the usual Drude equation of motion. At short times $v\approx at$, as for free carriers; at long times $v\to a\tau$. With the same initial acceleration and an exponential approach, a final drift of $a\tau/2$ would require a relaxation time of $\tau/2$. Collisions at rate $1/\tau$ that leave no mean drift give a relaxation time of $\tau$ instead.

\subsection{The heat}

During a flight the kinetic energy rises by
\begin{equation}
\frac m2\left[(w+aT)^2-w^2\right]=mwaT+\frac m2a^2T^2.
\end{equation}
Its mean is $0+\tfrac12ma^2(2\tau^2)=ma^2\tau^2$. In a steady state, collisions must hand this energy to the lattice. There are $1/\tau$ collisions per unit time, so the heating rate per carrier is $ma^2\tau$. The field supplies power $eEv_{\mathrm d}=mav_{\mathrm d}$, and equality requires $v_{\mathrm d}=a\tau$. The submitted drift would supply half the heat that Poisson collisions deliver. This balance is \eqref{eq:weighted} multiplied by $ma$, so it holds for any distribution of flights; for equal flights both sides are $ma^2\tau/2$. It shows that the half is inconsistent with Poisson collisions, but it is not independent evidence. The simulation, with random velocities after collisions, gave a heating rate of $0.9988\,ma^2\tau$.

\section{Does the result survive in a metal?}

In a metal the carriers that can respond lie near the Fermi surface and move at the Fermi speed $v_{\mathrm F}$, far above the drift speed. The age still determines the current. Let $v_x$ be the velocity component along the force. A carrier of age $A$ has gained energy $eEv_xA$ since its last collision. If collisions supply each state with its equilibrium occupation $f_0(\varepsilon)$, the present occupation is $f_0(\varepsilon-eEv_xA)$. To first order in the field, the excess is
\begin{equation}
f-f_0=-\frac{df_0}{d\varepsilon}\,eEv_xA .
\end{equation}
The factor $-df_0/d\varepsilon$ has unit area and is concentrated at the Fermi energy $\varepsilon_{\mathrm F}$. Let $N$ be the number of states per volume and energy there, both spins included. Multiplying the excess by $ev_x$ and summing over states gives
\begin{equation}
\sigma=e^2N\langle v_x^2A\rangle,
\label{eq:fermi}
\end{equation}
with the average taken over directions and ages. For free electrons $n\propto\varepsilon_{\mathrm F}^{3/2}$, hence
\begin{equation}
N=\frac{dn}{d\varepsilon_{\mathrm F}}=\frac{3n}{2\varepsilon_{\mathrm F}}
=\frac{3n}{mv_{\mathrm F}^2}.
\end{equation}
In the bulk, age is independent of direction, so $\langle v_x^2A\rangle=v_{\mathrm F}^2\tau/3$. Substitution returns $\sigma=ne^2\tau/m$.

One assumption needs care. Suppose a collision keeps a mean fraction $g$ of the velocity, with $-1\le g<1$. Collisions strike all carriers at the same rate, so they remove drift at the rate $(1-g)v_{\mathrm d}/\tau$. Balancing this against $a$ gives
\begin{equation}
v_{\mathrm d}=\frac{a\tau}{1-g}.
\end{equation}
For $g=0.2$ this is $1.25\,a\tau$; simulation gave $1.2489\,a\tau$. A time extracted from a measured resistivity is therefore $\tau/(1-g)$, which equals the mean flight duration when $g=0$. This correction comes from the scattering angles and is separate from the misplaced half. Its form $1/(1-g)$ relies on Poisson collisions; for equal flights the drift $a\tau/2$ is multiplied by $(1+g)/(1-g)$ instead.

\section{Why the error matters in a thin conductor}

If the same wrong formula is used to extract $\tau$ from a bulk resistivity and then to recalculate that resistivity, the error cancels. It reappears when $\tau$ is used for something else, such as the mean free path $\ell=v_{\mathrm F}\tau$ in a film.

Consider a film of thickness $d$ with the field in its plane. Let its surfaces be diffuse, so that a carrier leaving one has no memory of its drift, and keep $g=0$. Let $u$ be the magnitude of the cosine between the velocity and the film normal. A carrier at distance $z$ from the surface it came from left that surface, if no collision intervened, a time $z/(uv_{\mathrm F})$ ago. The age is cut off at this time, and \eqref{eq:minimum} gives its mean as $\tau(1-e^{-z/(\ell u)})$. Averaging over uniformly distributed $z$,
\begin{equation}
\frac1d\int_0^d\left(1-e^{-z/(\ell u)}\right)dz
=1-\frac{\ell u}{d}\left(1-e^{-d/(\ell u)}\right).
\end{equation}
For isotropic directions $u$ is uniform between 0 and 1. The squared velocity component along the in-plane force, averaged around the normal, is $v_{\mathrm F}^2(1-u^2)/2$. Dividing \eqref{eq:fermi} by its bulk value, with $\langle v_x^2A\rangle=v_{\mathrm F}^2\tau/3$, gives
\begin{equation}
\frac{\sigma_{\mathrm{film}}}{\sigma}
=\frac32\int_0^1(1-u^2)
\left[1-\frac{\ell u}{d}\left(1-e^{-d/(\ell u)}\right)\right]du.
\label{eq:film}
\end{equation}
For $d\gg\ell$ the exponential is negligible, and since $\int_0^1(1-u^2)u\,du=1/4$, the ratio tends to $1-3\ell/(8d)$. A longer mean free path makes the film more sensitive to its surfaces.

\section{Numbers for sodium}

Sodium suits this model because it has one valence electron per atom and a nearly spherical Fermi surface. Rough room-temperature inputs are $n=2.5\times10^{22}$ cm$^{-3}$, $\tau=30$ fs and the free-electron mass. Further digits below are kept only so that the arithmetic can be followed; the inputs justify at most two figures. In SI units,
\begin{equation}
\sigma=\frac{(2.5\times10^{28})(1.602\times10^{-19})^2(30\times10^{-15})}
{9.109\times10^{-31}}
=2.11\times10^7\ \mathrm{S/m}.
\end{equation}
The resistivity is 4.73 $\mu\Omega$\,cm; the spurious half would make it 9.46 $\mu\Omega$\,cm. The mobility $e\tau/m$ is 52.8 cm$^2$/Vs.

At 1 MA/cm$^2$ the bulk field is $(4.73\times10^{-6}\ \Omega\,\mathrm{cm})(10^6\ \mathrm{A/cm^2})=4.73$ V/cm, and the drift speed $j/(ne)$ is 2.50 m/s. The Fermi speed is $1.047\times10^6$ m/s, so
\begin{equation}
\ell=(1.047\times10^6\ \mathrm{m/s})(30\times10^{-15}\ \mathrm{s})
=31.4\ \mathrm{nm}.
\end{equation}

For a 100 nm film, \eqref{eq:film} gives a conductivity ratio of 0.883. Random sampling of ages, heights and directions gave 0.884. The film resistivity is $4.73/0.883=5.36$ $\mu\Omega$\,cm, an increase of 13.2\% over bulk. Now fit the same bulk resistivity with the submitted formula. The extracted time becomes 60 fs and the mean free path 62.8 nm, and the predicted increase is 28.3\%. Inserted into \eqref{eq:film}, which assumes Poisson collisions, the doubled time has more than doubled the predicted surface penalty. The doubling comes from mixing two models. If all flights really lasted 60 fs and surface visits did not reset that clock, the age would be uniform between 0 and 60 fs, the same averaging would give the ratio $1-\ell/(4d)=0.921$ with $\ell=31.4$ nm, and the increase would be 8.5\%.

\section{Comparison with real conductors}

The bulk value is close to the measured room-temperature resistivity of sodium, roughly 5 $\mu\Omega$\,cm. This is not an independent prediction, since $\tau$ was chosen in that range. Sodium is too reactive and melts at too low a temperature to be a practical wiring metal, and 100 nm is thick beside the finest lines on modern chips. Surfaces and grain boundaries also break the assumption of a uniform bulk. In the 100 nm film, fully diffuse surfaces add the 13.2\% found above when $g=0$. At the same bulk resistivity, forward-peaked scattering lowers this somewhat, to about 12\% for $g=0.6$ with a Henyey--Greenstein angular distribution. A narrow line has side walls as well, and grain boundaries, not included here, add further scattering. Other changes can be sized one at a time from the bulk value. Warming from 300 to 350 K adds 16.7\% if the scattering rate is proportional to temperature, a high-temperature estimate for phonons. The measured rise in sodium is larger, about a quarter. Softening of the phonons by thermal expansion adds only about 3 percentage points in a rough estimate, so it explains a part of the gap but not most of it. A 10\% larger mass adds 10\% at fixed $n$ and $\tau$.

The weak-field assumption is safe for these numbers. The drift speed is $2.4\times10^{-6}$ of the Fermi speed, and the field energy over one mean free path, $1.5\times10^{-5}$ eV, is far below the thermal energy of 0.026 eV. The thermal energy is in turn 0.8\% of the Fermi energy, so the Fermi surface is sharp. If all the heat leaves through 100 nm of oxide with a rough conductivity of 1 W/(m\,K), the film is about 0.05 K warmer than the far side of the oxide. The numerical output lists these values together with the simulated averages.

The submitted derivation can be repaired in either of two ways: keep Poisson collisions and weight each flight by its duration, or keep the half and state that all flights are equally long and that the collision instants of different carriers are spread uniformly over one period. The second choice describes a different scattering process, and it would need a physical reason.

\section*{Computed values}
\begin{verbatim}
SIMULATION, times scaled to tau = 30 fs
Number of collisions: 2000000
Mean flight duration: 30.00 fs
Mean time since last collision: 29.97 fs
Mean time to next collision: 29.97 fs
Mean flight found at an instant: 59.94 fs
Fraction with age above tau: 0.3674
Exponential prediction for it: 0.3679
Equal-weight flight velocity: 0.5000 a*tau
Time-averaged velocity: 0.9991 a*tau
Heating rate per carrier: 0.9988 m*a^2*tau
Mean age, equal flights: 0.5000 tau (formula 0.5000)
Mean age, uniform on 0 to 2 tau: 0.6667 tau (formula 0.6667)
Mean age, short/long mixture: 1.2514 tau (formula 1.2500)
Drift with kept fraction 0.2: 1.2489 a*tau
Formula for that drift: 1.2500 a*tau
SODIUM-LIKE EXAMPLE, rough inputs
Carrier density: 2.50e+22 cm^-3
Collision time tau: 30.0 fs
Temperature: 300 K
Film thickness: 100 nm
Current density: 1.00 MA/cm2
Conductivity: 2.113e+07 S/m
Resistivity: 4.73 microohm cm
Resistivity with spurious half: 9.46 microohm cm
Mobility: 52.8 cm2/Vs
Bulk field at this current: 4.73 V/cm
Drift speed from current: 2.497 m/s
Drift speed from simulated ages: 2.494 m/s
Fermi speed: 1.047e+06 m/s
Fermi energy: 3.12 eV
Fermi-surface sigma / Drude sigma: 1.0002
Mean free path: 31.4 nm
tau extracted with spurious half: 60.0 fs
Mean free path from it: 62.8 nm
EFFECTS OUTSIDE THE SIMPLE BULK MODEL
Film/bulk conductivity, sampled: 0.8842
Film/bulk conductivity, integral: 0.8830
Film resistivity: 5.36 microohm cm
Film resistivity increase: 13.2 %
Increase predicted with wrong path: 28.3 %
Increase at 350 K, rate ~ T: 16.7 %
Increase for 10% larger mass: 10.0 %
Drift speed / Fermi speed: 2.38e-06
Field energy over one free path: 1.49e-05 eV
Thermal energy kT: 0.0259 eV
kT / Fermi energy: 8.29e-03
Oxide below film: 100 nm, 1.0 W/(m K)
Self-heating across oxide: 0.054 K
\end{verbatim}
